\section*{Entropy of one altered spring in a harmonic ring}

\section{Definitions and conventions}

A ring of fixed length contains $N\ge 3$ masses $m_i$ that move along the ring. Spring $i$ joins masses $i$ and $i+1$, with indices taken modulo $N$. If $u_i$ is the displacement of mass $i$ from equilibrium, the extension of spring $i$ is
\begin{equation}
b_i=u_{i+1}-u_i ,\qquad \sum_{i=0}^{N-1} b_i=0 .
\label{eq:bond}
\end{equation}
The sum vanishes because each displacement enters once with each sign. The potential energy is $U=\tfrac12\sum_i k_i b_i^2$. In the host all $k_i=k$. In the defective ring spring $0$ has strength $k'=rk$ with $r>0$, and the masses are unchanged. If the new spring also has a different natural length, the equilibrium positions and the static energy shift, but the quadratic form for displacements from the new equilibrium is the same, so the entropy below is unaffected.

The defect entropy $\Delta S_N$ is the vibrational entropy of the defective ring minus that of the host, at equal temperature $T$ and equal ring length. Statistics are classical. The free translation of the whole ring is left out of both systems; its contribution depends on the total mass, the length and $T$, which are equal in the two. The entropy of choosing where the defect sits is not included. The result to be derived is
\begin{equation}
\Delta S_N=-\frac{k_B}{2}\ln\!\left[r+\frac{1-r}{N}\right].
\label{eq:main}
\end{equation}

\section{First derivation: frequencies and spanning trees}

\subsection{Entropy as a product of frequencies}

A classical oscillator of angular frequency $\omega$ has the partition function $k_BT/\hbar\omega$, hence $F=-k_BT\ln(k_BT/\hbar\omega)$ and
\begin{equation}
S=-\frac{\partial F}{\partial T}=k_B\left[1+\ln\frac{k_BT}{\hbar\omega}\right].
\end{equation}
Both rings have $N-1$ vibrations. In the difference the constants, $T$ and $\hbar$ cancel:
\begin{equation}
\Delta S_N=-k_B\ln\frac{\prod'\omega'_a}{\prod'\omega_a}
=-\frac{k_B}{2}\ln\frac{\prod'\omega_a'^2}{\prod'\omega_a^2}.
\label{eq:freq}
\end{equation}
The prime on a product sign means that the zero frequency is omitted; a primed frequency belongs to the defective ring. There is one zero frequency, since $U=0$ with positive springs requires all $b_i=0$ and so equal displacements.

\subsection{From frequencies to minors}

Let $L$ be the stiffness matrix, $U=\tfrac12u^TLu$, and $M$ the diagonal mass matrix. The squared frequencies are the eigenvalues of $M^{-1/2}LM^{-1/2}$, so
\begin{equation}
\det(L-\lambda M)=\Big(\prod_i m_i\Big)(-\lambda)\prod_a{}'(\omega_a^2-\lambda).
\end{equation}
The term linear in $\lambda$ on the right is $-\lambda\prod_i m_i\prod_a'\omega_a^2$. On the left, a linear term arises by taking $-\lambda m_j$ from one diagonal place and $L$ from all others. It is $-\lambda\sum_j m_j\tau_j$, where $\tau_j$ is the determinant of $L$ with row and column $j$ deleted. Therefore
\begin{equation}
\prod_a{}'\omega_a^2=\frac{\sum_j m_j\tau_j}{\prod_i m_i}.
\label{eq:minor}
\end{equation}

\subsection{The matrix-tree theorem on the ring}

Deleting row and column $j$ means holding mass $j$ at $u_j=0$. Let $a_f$ be the column vector of the $N-1$ coefficients that give $b_f$ in terms of the remaining displacements. The reduced matrix is $\sum_f k_f a_fa_f^T$, and its column $c$ is $\sum_f k_f(a_f)_c\,a_f$. A determinant is linear in each column, so
\begin{equation}
\tau_j=\sum_{f_1,\dots,f_{N-1}}\Big[\prod_c k_{f_c}(a_{f_c})_c\Big]
\det\big(a_{f_1},\dots,a_{f_{N-1}}\big).
\end{equation}
Terms with a repeated spring vanish. The others are grouped by the set of $N-1$ springs used, which is the set of all springs but one, $e$. Within a group, reordering the columns gives the sign of the permutation, and the signed sum of $\prod_c(a_{f_c})_c$ is again the determinant. Hence
\begin{equation}
\tau_j=\sum_e\Big(\prod_{f\ne e}k_f\Big)\,d_{j,e}^{\,2},
\end{equation}
where $d_{j,e}$ is the determinant of the vectors $a_f$ with $f\neq e$.

Without spring $e$ the ring is an open chain that connects all masses, which is a spanning tree. Starting from the fixed mass $j$, each displacement is a sum of extensions with coefficients $0$ or $\pm1$. The matrix from displacements to extensions and its inverse thus both have integer entries. Their determinants are integers with product one, so $d_{j,e}=\pm1$ and
\begin{equation}
\tau_j=\tau=\sum_e\prod_{f\neq e}k_f\quad\text{for every }j .
\label{eq:tree}
\end{equation}

\subsection{Counting}

With (\ref{eq:tree}), equation (\ref{eq:minor}) becomes $\prod'\omega_a^2=\tau\sum_jm_j/\prod_im_i$. The mass factor is common to the two rings and cancels, even for unequal masses. In the host each of the $N$ trees has weight $k^{N-1}$. In the defective ring, one tree omits the altered spring and has weight $k^{N-1}$, and the other $N-1$ trees contain it and have weight $rk^{N-1}$. The ratio is
\begin{equation}
\frac{\tau'}{\tau}=\frac{1+(N-1)r}{N}=r+\frac{1-r}{N},
\label{eq:ratio}
\end{equation}
and (\ref{eq:freq}) gives (\ref{eq:main}).

\section{Second derivation: bond extensions with one constraint}

The second route uses no normal modes. In the classical partition function the momentum integrals depend on the masses and $T$ alone and cancel between the rings. For the positions, replace $u_0,\dots,u_{N-1}$ by $u_0,b_0,\dots,b_{N-2}$. Each $u_{i+1}$ equals $u_i+b_i$, so the Jacobian is one. The integral over $u_0$ is the free translation. The last extension is fixed by (\ref{eq:bond}), which a delta function expresses. With $\beta=1/k_BT$,
\begin{align}
Z&=\int\prod_i db_i\;\delta\Big(\sum_i b_i\Big)\,e^{-\beta\sum_i k_ib_i^2/2}\nonumber\\
&=\frac1{2\pi}\int dq\prod_i\int db_i\,e^{iqb_i-\beta k_ib_i^2/2}\nonumber\\
&=\frac1{2\pi}\prod_i\sqrt{\frac{2\pi}{\beta k_i}}\int dq\,e^{-q^2C/2\beta},
\qquad C=\sum_i\frac1{k_i}.
\end{align}
The second line writes the delta function as a Fourier integral; the third completes the square in each $b_i$. The last integral is $\sqrt{2\pi\beta/C}$, so
\begin{equation}
Z=\left(\frac{2\pi}{\beta}\right)^{(N-1)/2}\Big(C\prod_ik_i\Big)^{-1/2}.
\label{eq:Z}
\end{equation}
The ratio $Z'/Z$ does not depend on $T$. Since $\Delta F=-k_BT\ln(Z'/Z)$, it follows that $\Delta S_N=k_B\ln(Z'/Z)$. The product of springs changes by the factor $r$, and the total compliance $C$ changes from $N/k$ to $(N-1+1/r)/k$. Thus
\begin{equation}
\Delta S_N=-\frac{k_B}{2}\ln\left[r\,\frac{N-1+1/r}{N}\right],
\end{equation}
which is (\ref{eq:main}) again. The link to the trees is the identity $C\prod_ik_i=\sum_e\prod_{f\ne e}k_f=\tau$.

The bracket has a mechanical meaning. Seen from the ends of spring $0$, the other $N-1$ springs in series act as one spring $k/(N-1)$ in parallel with it. The stiffness against a change of $b_0$ is then $k[r+1/(N-1)]$ in the defective ring and $k[1+1/(N-1)]$ in the host. Their ratio is (\ref{eq:ratio}). The entropy is therefore $k_B$ times the logarithm of the factor by which the thermal width of $b_0$ grows.

\section{Infinite ring and finite-size error}

For fixed $r>0$ and $N\to\infty$,
\begin{equation}
\Delta S_\infty=-\frac{k_B}{2}\ln r .
\end{equation}
Dividing the bracket in (\ref{eq:main}) by $r$ gives the error of a finite ring relative to this limit:
\begin{equation}
\Delta S_N-\Delta S_\infty=-\frac{k_B}{2}\ln(1+\varepsilon),\qquad
\varepsilon=\frac{1-r}{rN}.
\label{eq:error}
\end{equation}
For $|\varepsilon|<1$ the series of the logarithm gives
\begin{equation}
\Delta S_N-\Delta S_\infty=-\frac{k_B(1-r)}{2rN}+R,\qquad
|R|\le\frac{k_B\,\varepsilon^2}{4(1-|\varepsilon|)},
\label{eq:lead}
\end{equation}
because $|\ln(1+\varepsilon)-\varepsilon|\le\tfrac12(\varepsilon^2+|\varepsilon|^3+\dots)$. The rest of the ring adds the same stiffness $k/(N-1)$ to the altered bond and to the host bond it replaces, which is a larger relative change for the weaker of the two. A finite ring therefore underestimates the entropy of a soft spring. For a stiff spring the error is positive, and for $r\to\infty$ it tends to $-\tfrac12k_B\ln(1-1/N)\approx k_B/2N$.

The error comes from fixing the length. In an open chain with free ends the delta function is absent, the $N-1$ extensions are independent, and the entropy is $-\tfrac12k_B\ln r$ at every size.

The condition for the $1/N$ law is $N\gg|1-r|/r$, not merely $N\gg1$. If the spring is cut, $r=0$, equation (\ref{eq:main}) gives $\tfrac12k_B\ln N$, which grows without limit; for $N=50$ it is $1.96\,k_B$. For small $r$ and large $N$ the bracket is close to $r+1/N$, so the entropy diverges whichever of the limits $r\to0$ and $N\to\infty$ is taken first, and at finite values the larger of $r$ and $1/N$ mainly sets its size. A finite ring even tolerates a slightly negative spring: as $r$ is lowered, the product of nonzero eigenvalues first vanishes at $r=-1/(N-1)$ and is negative below it, so a vibration becomes unstable there. The infinite-ring formula needs $r>0$.

Equation (\ref{eq:main}) also shows how to extrapolate. The quantity $y_N=\exp(-2\Delta S_N/k_B)$ is linear in $1/N$, so two sizes determine its limit:
\begin{equation}
y_\infty=\frac{N_2y_{N_2}-N_1y_{N_1}}{N_2-N_1}.
\label{eq:extrap}
\end{equation}
The entropy itself is not linear in $1/N$, and the same rule applied to it leaves an error of order $1/N^2$.

\section{Worked example}

Take $m=27$~u, $k=40$~N/m, $k'=16$~N/m and $T=600$~K. The mass is that of aluminium, and $k$ is a rough value that puts the top frequency of the chain, $2\sqrt{k/m}/2\pi=9.5$~THz, in the region of that metal's highest vibrations. The softening is a chosen value. With $r=0.40$,
\begin{equation}
\Delta S_\infty=\tfrac12k_B\ln2.5=0.458\,k_B=0.0395~\text{meV/K}.
\end{equation}
At $k_BT=51.7$~meV the classical vibrational free energy shifts by $-T\Delta S_\infty=-0.458\times51.7=-23.7$~meV; quantum statistics lower this by a further $0.4$~meV. For dilute defects at a given formation energy, the entropy multiplies the equilibrium concentration by $e^{0.458}=1.58$.

For $N=12$ the bracket is $0.4+0.6/12=0.45$ and $\Delta S_{12}=-\tfrac12k_B\ln0.45=0.399\,k_B$, the value found by diagonalizing the two stiffness matrices. The error is $-0.059\,k_B$; the leading term, with $\varepsilon=1.5/12$, is $-0.0625\,k_B$. At $N=100$ the two are $-0.0074$ and $-0.0075\,k_B$. An error below $0.01\,k_B$ requires $\ln(1+1.5/N)<0.02$, or $N>1.5/(e^{0.02}-1)=74.3$, hence $N=75$.

From $N=6$ and $12$, with $y_6=0.50$ and $y_{12}=0.45$, equation (\ref{eq:extrap}) gives $y_\infty=(5.4-3.0)/6=0.40$ and recovers $0.458\,k_B$. Extrapolating the entropy itself gives $0.452\,k_B$.

\section{What each derivation assumes}

Both derivations assume springs between neighbours, harmonic forces, unchanged masses and classical statistics. They use these assumptions at different places, and so they extend in different directions.

\subsection{What the frequency route can relax}

The first route turns classical only when the mode entropy is inserted. The quantum entropy of a mode with $x=\hbar\omega/k_BT$ is
\begin{equation}
\frac S{k_B}=\frac{x}{e^x-1}-\ln(1-e^{-x})=1-\ln x+\frac{x^2}{24}+O(x^4).
\end{equation}
For equal masses $\sum_a\omega_a^2$ is the trace of $L/m$. The altered spring adds $(k'-k)/m$ at each of its two ends, so the leading correction to $\Delta S_N$ is
\begin{equation}
\frac{k_B}{24}\left(\frac{\hbar}{k_BT}\right)^2\frac{2(k'-k)}{m}
=\frac{k_B\hbar^2(k'-k)}{12m(k_BT)^2}.
\end{equation}
It equals $-0.0072\,k_B$ here; the full quantum sum for $N=100$ gives $-0.0071\,k_B$.

The first route also survives added springs. Write $b_0=v^Tu$. Changing spring $0$ adds $(r-1)k\,vv^T$ to $L$. On the space orthogonal to the translation, where $L$ has the inverse $L^+$, the determinant is multiplied by
\begin{equation}
1+(r-1)P,\qquad P=k\,v^TL^+v ,
\label{eq:rank}
\end{equation}
since $1+(r-1)k\,L^+vv^T$ has one eigenvalue different from one. Let unchanged second-neighbour springs $sk$ be present in both rings. A wave of wave number $q$ has the stiffness
\begin{equation}
2k(1-\cos q)+2sk(1-\cos2q)=2k(1-\cos q)\,[1+2s(1+\cos q)],
\end{equation}
and $|v^Tu|^2=2(1-\cos q)/N$ for a normalized wave. Hence
\begin{equation}
P=\frac1N\sum_{q\ne0}\frac1{1+2s+2s\cos q}
\;\longrightarrow\;\frac1{\sqrt{1+4s}}\quad(N\to\infty).
\end{equation}
For $s=0$ the sum is $(N-1)/N$, which returns (\ref{eq:ratio}). For $s=0.1$, a spring of 4~N/m, $P=0.845$ and $\Delta S_\infty=-\tfrac12k_B\ln(1-0.6\times0.845)=0.354\,k_B$. This is $0.104\,k_B$ below the nearest-neighbour value: the added springs share the load of the weakened bond.

\subsection{What the bond route can relax}

The second route needs classical statistics from the start. It applies to a chain or a loop of bonds, and the bonds need not be harmonic. At zero tension with free ends each bond contributes its own integral. As a trial, take a Morse bond of stiffness $k$ expanded to fourth order,
\begin{equation}
V(b)=\tfrac12kb^2\left(1-\alpha b+\tfrac7{12}\alpha^2b^2\right),
\end{equation}
with $\alpha=12$~nm$^{-1}$, a rough value, for both bonds. Put $b=z\sqrt{k_BT/k}$ and $t=\alpha^2k_BT/k$. Relative to the harmonic integral, the bond integral is the Gaussian average $\langle e^p\rangle$ with $p=\tfrac12t^{1/2}z^3-\tfrac7{24}tz^4$. With $\langle z^4\rangle=3$, $\langle z^6\rangle=15$, $\langle z^8\rangle=105$, $\langle z^{10}\rangle=945$ and $\langle z^{12}\rangle=10395$,
\begin{align}
\ln\langle e^p\rangle&=t\left(\frac{15}8-\frac78\right)
+t^2\left(\frac{49\cdot105}{1152}-\frac{7\cdot945}{192}+\frac{10395}{384}-\frac12\right)+\dots\nonumber\\
&=t-\tfrac{41}{12}t^2+\dots
\end{align}
Since $t\propto T$, the excess entropy $k_B\,\partial(T\ln\langle e^p\rangle)/\partial T$ is $k_B(2t-\tfrac{41}4t^2+\dots)$.

Here $t=0.030$ for the host bond and $0.075$ for the soft one. The leading term changes the defect entropy by $+0.09\,k_B$, and the next by about $-0.05\,k_B$, so the series is of little use at this temperature. The full integrals give $-0.002\,k_B$. The soft bond, with the larger $t$, thus has slightly less excess entropy than the host bond, so the excess must fall somewhere between the two values of $t$. It does rise from zero at small $t$, and it must fall eventually: at large $t$ the quartic term confines the bond, the ratio of integrals varies as $t^{-1/4}$, and its logarithm tends to $-\infty$. The small result is a cancellation between two bonds, not a sign that anharmonicity is weak. The quartic hardening belongs to the truncated potential, whereas the full Morse force weakens at large extension. These numbers therefore do not settle the anharmonic correction for a real bond. They hold at zero tension; a ring of such bonds held at its original length comes under compression when heated, and its correction differs.

\subsection{The chain beside the metal}

Aluminium is a three-dimensional face-centred cubic crystal, not a chain. Equation (\ref{eq:rank}) shows what this changes for one altered bond, within a model of central nearest-neighbour springs. Summed over all bonds, $P$ is the trace of $L^+L$, the number of vibrations. That number is $3N-3$ if translations are the only motions that cost no energy. To see that they are, suppose a wave of wave vector $\mathbf q$ stretches no bond. Its polarization is then perpendicular to every bond vector $\mathbf d$ with $e^{i\mathbf q\cdot\mathbf d}\neq1$, so these lie in one plane. All bond vectors outside that plane have phase factor one, and in this lattice they still generate every lattice vector, which forces $\mathbf q=0$. There are $6N$ equivalent bonds, so $P\to\tfrac12$ for a large crystal, compared with $1$ for the chain. The same softening then gives $-\tfrac12k_B\ln(1-0.6/2)=0.18\,k_B$ instead of $0.46\,k_B$.

A vacancy or impurity in the metal alters several bonds at once, and often a mass, so neither value predicts its entropy. The size of 75 masses holds for $r=0.40$ and an error of $0.01\,k_B$ in the nearest-neighbour ring at fixed length; another $r$ needs another size. The extrapolation rule (\ref{eq:extrap}) is exact in that ring for every $r>0$. It is also exact for one altered bond in the cubic model above, if the periodic cell of $N$ atoms keeps all bonds equivalent: then $P=(3N-3)/6N$, and $y_N=1+(r-1)P$ is linear in $1/N$. If several springs of the ring are altered, with ratios $r_i$, equation (\ref{eq:Z}) gives $y_N=\big(\prod_i r_i\big)\big[1+\tfrac1N\sum_i(1/r_i-1)\big]$, and the rule is still exact. In the cubic model several altered bonds replace $1+(r-1)P$ by a determinant, which is in general not linear in $1/N$. The rule is then only approximate, and its error must be checked with further cell sizes. The main values for the chain are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass: 27 u
host spring: 40 N/m
defect spring: 16 N/m
spring ratio r: 0.40
temperature: 600 K
thermal energy kB T: 51.70 meV
top host frequency: 9.51 THz
top hbar omega / kB T: 0.760
ring size N, dS_N (kB), error (kB), leading error (kB):
     6  0.34657  -0.11157  -0.12500
    12  0.39925  -0.05889  -0.06250
    50  0.44337  -0.01478  -0.01500
   100  0.45070  -0.00744  -0.00750
   400  0.45627  -0.00187  -0.00187
infinite-ring entropy: 0.45815 kB
infinite-ring entropy: 0.03948 meV/K
free-energy shift -T dS: -23.69 meV
factor exp(dS/kB): 1.5811
smallest N for error below 0.01 kB: 75
sizes used to extrapolate: 6 and 12
extrapolated via exp(-2 dS/kB): 0.45815 kB
extrapolated via dS itself: 0.45193 kB
cut spring, N = 50: 1.9560 kB
quantum correction, N = 100: -0.00711 kB
quantum correction, leading: -0.00723 kB
Morse parameter alpha: 12 1/nm
anharmonic correction: -0.0018 kB
anharmonic correction, leading: 0.0895 kB
second-neighbour spring: 4 N/m
infinite-ring entropy with it: 0.3537 kB
change due to it: -0.1044 kB
\end{verbatim}
